# High-Frequency Moments of the Hubbard Self-Energy, Green's Function and Hybridization, part 1

(Sections cited here and not found follow in the second part.)

## From commutator moments to the self-energy tail

### Definitions and conventions

Units are chosen so that $\hbar=k_B=1$. Consider electrons with spin $\sigma=\uparrow,\downarrow$ on sites $i$, with the Hamiltonian

$$H=\sum_{ij\sigma}h_{ij\sigma}c^\dagger_{i\sigma}c_{j\sigma}+\sum_iU_i\hat n_{i\uparrow}\hat n_{i\downarrow},\qquad \hat n_{i\sigma}=c^\dagger_{i\sigma}c_{i\sigma}.$$

The Hermitian matrix $h_\sigma$ contains the hopping, the site energies and the term $-\mu$ from the chemical potential. It does not mix spins, but it may depend on spin, as it does in a magnetic field. The interaction may vary from site to site. Equal $U_i$ give the Hubbard model; one nonzero $U_i$ gives an impurity coupled to a noninteracting bath.

Averages are thermal: $\langle X\rangle=\sum_mp_m\langle m|X|m\rangle$, where $H|m\rangle=E_m|m\rangle$, $p_m=e^{-\beta E_m}/Z$ and $\beta=1/T$. The opposite spin is written $\bar\sigma$. In every formula for spin $\sigma$, the symbol $n_i$ means $\langle\hat n_{i\bar\sigma}\rangle$. In a paramagnet this is the density per spin, half the total occupation of the site.

The imaginary-time Green's function is $G_{ij\sigma}(\tau)=-\langle T_\tau c_{i\sigma}(\tau)c^\dagger_{j\sigma}(0)\rangle$, with $c(\tau)=e^{H\tau}ce^{-H\tau}$. Its frequency transform is $G(i\omega)=\int_0^\beta d\tau\,e^{i\omega\tau}G(\tau)$, where $\omega=(2l+1)\pi T$. As matrices in the site indices, the self-energy and Green's function satisfy

$$\Sigma_\sigma(z)=z-h_\sigma-G_\sigma(z)^{-1},\qquad z=i\omega.$$

The claim is that, for large $|z|$ on the imaginary axis,

$$\Sigma_{ij\sigma}(z)=\delta_{ij}\left[U_in_i+\frac{U_i^2n_i(1-n_i)}{z}\right]+O(z^{-2}).$$

The two coefficients are exact for this Hamiltonian. Their sum is not the whole self-energy.

### Moments as averages of commutators

For $0<\tau<\beta$, insertion of eigenstates gives

$$G_{ij}(\tau)=-\sum_{mn}p_m\langle m|c_i|n\rangle\langle n|c_j^\dagger|m\rangle e^{(E_m-E_n)\tau}.$$

The spin index is suppressed. The time integral is

$$\int_0^\beta d\tau\,e^{(i\omega+E_m-E_n)\tau}=\frac{e^{i\omega\beta}e^{\beta(E_m-E_n)}-1}{i\omega+E_m-E_n}.$$

At a fermionic frequency $e^{i\omega\beta}=-1$, and $p_me^{\beta(E_m-E_n)}=p_n$. The two minus signs cancel, so

$$G_{ij}(z)=\sum_{mn}\frac{(p_m+p_n)\langle m|c_i|n\rangle\langle n|c_j^\dagger|m\rangle}{z-x_{nm}},\qquad x_{nm}=E_n-E_m.$$

This formula also defines $G$ at other complex $z$. Expanding each fraction by $1/(z-x)=1/z+x/z^2+x^2/z^3+\cdots$ gives

$$G(z)=\frac{M_0}{z}+\frac{M_1}{z^2}+\frac{M_2}{z^3}+\cdots,$$

where $M_k$ contains the factor $x_{nm}^k$ in the double sum. Such factors can be absorbed into commutators, because

$$\langle m|[c_i,H]|n\rangle=x_{nm}\langle m|c_i|n\rangle,\qquad
\langle n|[H,c_j^\dagger]|m\rangle=x_{nm}\langle n|c_j^\dagger|m\rangle.$$

With $p_m$ as the weight, completeness turns the double sum into an average with the annihilator on the left. With $p_n$, it gives the reverse order. The sum of the two is an anticommutator. Placing one power of $x_{nm}$ on each operator in the second moment gives

$$M_{0,ij}=\langle\{c_i,c_j^\dagger\}\rangle,$$
$$M_{1,ij}=\langle\{[c_i,H],c_j^\dagger\}\rangle,$$
$$M_{2,ij}=\langle\{[c_i,H],[H,c_j^\dagger]\}\rangle.$$

The symmetric form of $M_2$ needs only one commutator, since $[H,c_j^\dagger]=([c_j,H])^\dagger$.

For a finite system the series converges when $|z|$ exceeds every $|x_{nm}|$. For an infinite lattice the expansion is used as an asymptotic one. The identity

$$\frac1{z-x}=\frac1z+\frac{x}{z^2}+\frac{x^2}{z^3}+\frac{x^3}{z^3(z-x)}$$

shows what is needed. On the imaginary axis $|z-x|\ge|z|$, so a finite third absolute moment makes the remainder $O(z^{-4})$. With finite-range hopping and bounded parameters, repeated commutators of a local operator are finite sums of bounded local operators. Their averages are finite. In a translation-invariant lattice the expansion can then be made separately at each crystal momentum, where the spectral weight is positive and its third absolute moment is bounded by $\sqrt{M_2M_4}$.

### The commutator and the first three moments of G

For operators of the same spin,

$$[c_i,c_k^\dagger c_l]=\{c_i,c_k^\dagger\}c_l-c_k^\dagger\{c_i,c_l\}=\delta_{ik}c_l.$$

Hence $[c_{i\sigma},\hat n_{j\sigma}]=\delta_{ij}c_{i\sigma}$. The opposite-spin number operator commutes with $c_{i\sigma}$, because it contains two fermion operators of the other spin. Therefore

$$[c_{i\sigma},H]=A_i+B_i,$$
$$A_i=\sum_lh_{il}c_{l\sigma},\qquad B_i=U_i\hat n_{i\bar\sigma}c_{i\sigma}.$$

The operator $A_i$ describes one-electron motion. The operator $B_i$ removes an electron only when the other spin is present, with an energy factor $U_i$.

The canonical anticommutator gives $M_0=1$. For the first moment, $\hat n_{i\bar\sigma}$ passes through the creation operator of spin $\sigma$:

$$M_{1,ij}=\sum_lh_{il}\delta_{lj}+U_i\langle\hat n_{i\bar\sigma}\rangle\delta_{ij}
=h_{ij}+U_in_i\delta_{ij}.$$

For the second moment there are four products. The one-electron part is

$$\langle\{A_i,A_j^\dagger\}\rangle=\sum_lh_{il}h_{jl}^*=\sum_lh_{il}h_{lj}=(h^2)_{ij},$$

where Hermiticity was used. The mixed parts are

$$\langle\{A_i,B_j^\dagger\}\rangle
=\sum_lh_{il}U_j\langle\hat n_{j\bar\sigma}\rangle\delta_{lj}=h_{ij}U_jn_j,$$
$$\langle\{B_i,A_j^\dagger\}\rangle
=\sum_lU_in_ih_{jl}^*\delta_{il}=U_in_ih_{ij}.$$

In the last product the two number operators commute with each other and with the spin-$\sigma$ operators. They factor out of the anticommutator:

$$\langle\{B_i,B_j^\dagger\}\rangle
=U_iU_j\langle\hat n_{i\bar\sigma}\hat n_{j\bar\sigma}\rangle\delta_{ij}
=U_i^2n_i\delta_{ij}.$$

The Kronecker delta removes all density correlations between different sites. On one site $\hat n^2=\hat n$, because its eigenvalues are zero and one. No decoupling of a correlated average has been made.

Let $N$ be the diagonal matrix with entries $U_in_i$, and let $Q$ be the diagonal matrix with entries $U_i^2n_i$. The three moments are

$$M_0=1,\qquad M_1=h+N,\qquad M_2=h^2+hN+Nh+Q.$$

The mixed terms stand in both orders because $h$ and $N$ need not commute when the density or interaction varies in space.

### Inversion and the meaning of the tail

Write $zG=1+M_1/z+M_2/z^2+O(z^{-3})$. The inverse of $1+\epsilon$ is $1-\epsilon+\epsilon^2-\cdots$, also for a matrix $\epsilon$. To second order,

$$(zG)^{-1}=1-\frac{M_1}{z}-\frac{M_2}{z^2}+\frac{M_1^2}{z^2}+O(z^{-3}).$$

Multiplication by $z$ gives

$$G^{-1}=z-M_1-\frac{M_2-M_1^2}{z}+O(z^{-2}).$$

The definition of $\Sigma$ then yields

$$\Sigma=M_1-h+\frac{M_2-M_1^2}{z}+O(z^{-2}).$$

The constant is $M_1-h=N$. For the next coefficient,

$$M_1^2=(h+N)^2=h^2+hN+Nh+N^2,$$
$$M_2-M_1^2=Q-N^2.$$

The entries of this diagonal matrix are $U_i^2n_i-U_i^2n_i^2=U_i^2n_i(1-n_i)$, which proves the claim. All hopping terms cancel at this order. Nonlocal terms in the self-energy can begin at $z^{-2}$.

The two coefficients have a statistical meaning. The operator $U_i\hat n_{i\bar\sigma}$ takes the value $U_i$ with probability $n_i$ and zero with probability $1-n_i$. Its mean is $U_in_i$, and its variance is $U_i^2n_i(1-n_i)$. The constant in $\Sigma$ is the Hartree energy, and the $1/z$ term measures the fluctuation that a static mean field omits. The fluctuation vanishes when the opposite-spin level is empty or full. At fixed $U_i$ it is largest at $n_i=1/2$, where it equals $U_i^2/4$. It is positive for attraction as well as repulsion.

A polarized three-site cluster distinguishes the two spin densities. Its first site has $U_1=3t$, $n_\uparrow=0.8613$ and $n_\downarrow=0.1541$. For an up electron the formula gives $3(0.1541)=0.462$ and $9(0.1541)(0.8459)=1.173$, in units of $t$ and $t^2$. These agree with the coefficients $0.4623$ and $1.1733$ extracted from exact diagonalization. Using the up density would give $2.584t$ for the constant. The numerical check also tests that the off-diagonal $1/z$ coefficients vanish in this inhomogeneous cluster.

### The impurity and the moments of Delta

Now let $d_\sigma$ act on one interacting level of energy $e$, and let $b_{p\sigma}$ act on bath levels of energy $\varepsilon_p$. All one-particle energies are measured from $\mu$. With real couplings $V_p$, define

$$\Delta(z)=\sum_p\frac{V_p^2}{z-\varepsilon_p},\qquad
\Sigma(z)=z-e-\Delta(z)-\frac1{G(z)}.$$

Here $G$ is the impurity element of the Green's function. The geometric series for each bath fraction gives

$$\Delta(z)=\frac{\Delta_1}{z}+\frac{\Delta_2}{z^2}+\frac{\Delta_3}{z^3}+\cdots,\qquad
\Delta_k=\sum_pV_p^2\varepsilon_p^{k-1}.$$

Thus $\Delta_1$ is the total squared coupling, $\Delta_2/\Delta_1$ is the weighted mean bath energy, and $\Delta_3/\Delta_1$ is its weighted mean square.

The impurity element of $h^2$ is $e^2+\sum_pV_p^2=e^2+\Delta_1$. With $n=\langle\hat n_{\bar\sigma}\rangle$ on the impurity, the general moments become

$$M_0=1,\qquad M_1=e+Un,$$
$$M_2=e^2+2eUn+U^2n+\Delta_1.$$

It is convenient to set $a=e+Un$ and $s=U^2n(1-n)$. Since $a^2=e^2+2eUn+U^2n^2$, the last result is

$$M_2=a^2+s+\Delta_1.$$

The variance of the impurity spectrum is therefore $s+\Delta_1$: interaction fluctuations and hybridization add. Scalar inversion gives $1/G=z-a-(s+\Delta_1)/z+O(z^{-2})$. Subtracting the bath term leaves

$$\Sigma=a-e+\frac{s+\Delta_1-\Delta_1}{z}+O(z^{-2})
=Un+\frac{s}{z}+O(z^{-2}).$$

### What the lattice fixes in DMFT

In single-site, paramagnetic dynamical mean-field theory (DMFT), one local $\Sigma(z)$ is used for every site of a uniform lattice. Let $\rho(\varepsilon)$ be the normalized band density of states, $m_1$ its mean, and $m_2,m_3,m_4$ its central moments. The local Green's function is

$$G_{\rm loc}(z)=\int\frac{\rho(\varepsilon)\,d\varepsilon}{z+\mu-\varepsilon-\Sigma(z)}.$$

Choose $e=m_1-\mu$ and define $y=z-e-\Sigma$. With $\varepsilon=m_1+x$, the denominator is $y-x$, and

$$G_{\rm loc}=\frac1y\left(1+\frac{m_2}{y^2}+\frac{m_3}{y^3}+\frac{m_4}{y^4}+\cdots\right).$$

There is no linear term because $x$ has zero mean. Inversion through fourth order gives

$$\frac1{G_{\rm loc}}
=y-\frac{m_2}{y}-\frac{m_3}{y^2}-\frac{m_4-m_2^2}{y^3}+O(y^{-4}).$$

The term $m_2^2$ comes from squaring the first correction. Self-consistency requires $G=G_{\rm loc}$, hence $\Delta=y-1/G_{\rm loc}$ and

$$\Delta=\frac{m_2}{y}+\frac{m_3}{y^2}+\frac{m_4-m_2^2}{y^3}+O(y^{-4}).$$

The self-energy tail gives $y=z-a-s/z+O(z^{-2})$. Therefore

$$\frac1y=\frac1z+\frac{a}{z^2}+\frac{a^2+s}{z^3}+O(z^{-4}),$$
$$\frac1{y^2}=\frac1{z^2}+\frac{2a}{z^3}+O(z^{-4}),\qquad
\frac1{y^3}=\frac1{z^3}+O(z^{-4}).$$

Collecting equal powers of $1/z$ yields

$$\Delta_1=m_2,\qquad \Delta_2=m_2a+m_3,$$
$$\Delta_3=m_2(a^2+s)+2am_3+m_4-m_2^2.$$

The first moment depends on the bare band alone. The density enters the next two through $a$ and $s$.

The Bethe lattice with a semicircular density of states provides a check. Its Green's function obeys $G=1/(y-t^2G)$, where $t$ sets the band scale, so $\Delta=y-1/G=t^2G$. Iteration gives $G=1/y+t^2/y^3+2t^4/y^5+\cdots$, hence $m_2=t^2$, $m_3=0$ and $m_4=2t^4$. The general formula becomes $\Delta_3=t^2(a^2+s+t^2)=t^2M_2$, as required.

## From equations of motion to the same tail

### Symbols and results carried forward

The second derivation treats the impurity. The operators $d_\sigma$ and $b_{p\sigma}$ act on the impurity and bath, with energies $e$ and $\varepsilon_p$ measured from $\mu$. The couplings $V_p$ are real, and $U$ acts on the impurity alone. For a spin-$\sigma$ Green's function $G$, write $\hat n=d^\dagger_{\bar\sigma}d_{\bar\sigma}$ and $n=\langle\hat n\rangle$. The hybridization is $\Delta(z)=\sum_pV_p^2/(z-\varepsilon_p)$, with expansion coefficients $\Delta_k$. The self-energy is $\Sigma=z-e-\Delta-1/G$.

The first derivation gave $\Sigma=Un+s/z+O(z^{-2})$, with $s=U^2n(1-n)$. It also gave $M_0=1$, $M_1=a=e+Un$ and $M_2=a^2+s+\Delta_1$. These results are now obtained from an exact identity for $\Sigma$; the $1/z$ coefficient of the self-energy needs only the leading term of $1/G$ and the $1/z^2$ coefficient its first two terms, so neither needs $M_2$. The lattice relations for $\Delta_1$, $\Delta_2$ and $\Delta_3$ will be needed again in the worked example.

Commutator moments have fixed the constant and $1/z$ coefficients of the self-energy, and the DMFT condition has related the first three moments of $\Delta$ to the band moments and the density. It remains to obtain the same tail from an exact identity for $\Sigma$, to find the next coefficient, and to test the results in a worked example.

All numerical values are calculated from the stated model.
